\section*{The Kirkwood factor of a liquid with antiparallel dipole pairs}

\section{Problem}

A liquid contains $N$ molecules, each with a permanent dipole $\mathbf m_i$ of the same magnitude $m$. Without an applied field no direction is preferred. A fraction $x$ of the dipoles is bound in pairs, and the two members of a pair point in opposite directions in every configuration. Each remaining dipole is free: its direction is independent of that of every other free dipole. The Kirkwood factor is
\begin{equation}
g=\frac{\langle M^2\rangle}{Nm^2},\qquad \mathbf M=\sum_{i=1}^{N}\mathbf m_i ,
\label{def}
\end{equation}
where the average is taken at zero field. Find $g$ as a function of $x$. Then find how much the pairing changes the static permittivity of a polar liquid.

\section{A tempting solution}

Write the square of the sum as a sum of products and separate the terms with $i=j$:
\begin{equation}
M^2=\sum_i \mathbf m_i\cdot\mathbf m_i+\sum_{i\ne j}\mathbf m_i\cdot\mathbf m_j
= Nm^2+m^2\sum_{i\ne j}\cos\gamma_{ij},
\end{equation}
where $\gamma_{ij}$ is the angle between dipoles $i$ and $j$. Division by $Nm^2$ and averaging give
\begin{equation}
g=1+\frac1N\sum_{i\neq j}\langle\cos\gamma_{ij}\rangle .
\label{cosines}
\end{equation}
There are $xN$ paired dipoles and therefore $xN/2$ pairs. Each pair contributes a cosine of $-1$, and all other cosines average to zero. The sum is then $-xN/2$, and
\begin{equation}
g=1-\frac{x}{2}\qquad\text{(wrong)}.
\end{equation}

\section{Where it fails}

Let all dipoles be paired, $x=1$. Every pair has zero total moment, so $\mathbf M=0$ in every configuration and $g$ must vanish. The formula above gives $1/2$.

Equation (\ref{cosines}) is correct; the fault lies in the counting. The sum over $i\neq j$ runs over ordered pairs of indices. A bound pair made of dipoles 1 and 2 appears once as $(i,j)=(1,2)$ and once as $(2,1)$, so it contributes $-2$. These are the two cross terms in $(\mathbf m_1+\mathbf m_2)^2=m_1^2+m_2^2+2\,\mathbf m_1\cdot\mathbf m_2$.

\section{Correct solution}

It is simplest to add the moments before squaring. For a bound pair, $\mathbf m_a+\mathbf m_b=0$, so the pairs drop out of $\mathbf M$ and only the $N(1-x)$ free dipoles remain:
\begin{equation}
\langle M^2\rangle=\sum_{i\,\text{free}}m^2+\sum_{\substack{i\ne j\\ \text{free}}}\langle\mathbf m_i\cdot\mathbf m_j\rangle .
\end{equation}
Independence gives $\langle\mathbf m_i\cdot\mathbf m_j\rangle=\langle\mathbf m_i\rangle\cdot\langle\mathbf m_j\rangle$, and each mean is zero because no direction is preferred. The second sum vanishes, so $\langle M^2\rangle=N(1-x)m^2$ and
\begin{equation}
\boxed{g=1-x .}
\label{result}
\end{equation}

The cosine sum now agrees. Each of the $xN$ paired dipoles has one partner with cosine $-1$, which gives $-xN$ in total. The cosines of any third dipole with the two members of a pair are equal and opposite, so they cancel even if that dipole is correlated with the pair. The limits are $g=1$ without pairs and $g=0$ with complete pairing.

If pairs form and break, let (\ref{result}) hold for each state of pairing, with its own value of $x$. Averaging $\langle M^2\rangle$ over these states gives $g=1-\langle x\rangle$.

The meaning of $x$ also matters. Suppose that composition is stated by the fraction $y$ of entities that are pairs, where an entity is a pair or a single molecule. With $P$ pairs and $S$ singles, $y=P/(P+S)$, so $S=P(1-y)/y$ and
\begin{equation}
x=\frac{2P}{2P+S}=\frac{2}{2+(1-y)/y}=\frac{2y}{1+y}.
\end{equation}
For $x=0.20$ one has $y=0.111$. Using $1-y=0.889$ for the Kirkwood factor would be wrong; the correct value is $0.80$.

\section{Pairs that are not perfectly antiparallel}

Let the angle $\gamma$ within a pair fluctuate, and let different pairs and free dipoles be mutually uncorrelated. The pairs must now be included in such a condition, because a pair has a residual moment. The count of $xN$ ordered terms is unchanged, so
\begin{equation}
g=1+x\langle\cos\gamma\rangle .
\end{equation}
As a simple model, take the pair energy $J\cos\gamma$ with $J>0$, and set $j=J/kT$. For two directions distributed over the sphere, $c=\cos\gamma$ is uniformly distributed between $-1$ and $1$ before the Boltzmann factor is applied. Hence
\begin{equation}
\langle c\rangle=\frac{\int_{-1}^{1}c\,e^{-jc}\,dc}{\int_{-1}^{1}e^{-jc}\,dc}
=-\frac{d}{dj}\ln\frac{2\sinh j}{j}
=-\Bigl(\coth j-\frac1j\Bigr)\equiv-L(j),
\end{equation}
and $g=1-xL(J/kT)$. Stiff pairs, $J\gg kT$, have $L\to1$ and recover (\ref{result}). For $J\ll kT$, $L\to0$ and the pairing no longer affects $g$.

\section{From the Kirkwood factor to the permittivity}

Atomic units are used here, with $4\pi\varepsilon_0=1$, and permittivities are relative. Treat the electronic response of the liquid as a continuum of permittivity $\varepsilon_\infty$ in which the dipoles are embedded. The moment $m$ is then the effective moment in this continuum, not the vacuum moment. The full static permittivity is $\varepsilon$.

Consider a sphere of radius $a$ and volume $V$ inside the liquid, where the macroscopic field is $E$ along $z$. The field that turns its dipoles is the field $E_d$ that would exist in the sphere if it held the background $\varepsilon_\infty$ alone. The potentials are
\begin{equation}
\phi_{\rm in}=-E_d\,r\cos\theta,\qquad
\phi_{\rm out}=-E\,r\cos\theta+\frac{B\cos\theta}{r^2}.
\end{equation}
Continuity of the potential at $r=a$ gives $B/a^3=E-E_d$. Continuity of the normal displacement gives
\begin{equation}
\varepsilon_\infty E_d=\varepsilon\Bigl(E+\frac{2B}{a^3}\Bigr)=\varepsilon(3E-2E_d)
\quad\Rightarrow\quad
E_d=\frac{3\varepsilon}{2\varepsilon+\varepsilon_\infty}\,E .
\end{equation}
The field adds $-M_zE_d$ to the energy. To first order the Boltzmann factor is multiplied by $1+M_zE_d/kT$. Since $\langle M_z\rangle=0$ at zero field and the three directions are equivalent,
\begin{equation}
\langle M_z\rangle_E=\frac{\langle M_z^2\rangle E_d}{kT}=\frac{\langle M^2\rangle E_d}{3kT}=\frac{Nm^2g\,E_d}{3kT}.
\end{equation}
The displacement is $\varepsilon E=\varepsilon_\infty E+4\pi\langle M_z\rangle_E/V$. With $n=N/V$,
\begin{equation}
(\varepsilon-\varepsilon_\infty)E=\frac{4\pi nm^2g}{3kT}\,\frac{3\varepsilon E}{2\varepsilon+\varepsilon_\infty},
\end{equation}
which is the Kirkwood--Froehlich equation in terms of the effective moment:
\begin{equation}
\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}{\varepsilon}=Ag,
\qquad A=\frac{4\pi nm^2}{kT}.
\label{kf}
\end{equation}
The average $\langle M^2\rangle$ belongs to a sphere surrounded by its own liquid. There the free dipoles cannot be strictly independent, because they interact through their fields. The Kirkwood factors found above need less: the cosines between dipoles that are not bound to each other must sum to zero on average. This weaker premise is used from here on.

Multiplying (\ref{kf}) by $\varepsilon$ gives $2\varepsilon^2-(\varepsilon_\infty+Ag)\varepsilon-\varepsilon_\infty^2=0$. The product of the roots is negative, so one root is positive:
\begin{equation}
\varepsilon=\frac{b+\sqrt{b^2+8\varepsilon_\infty^2}}{4},\qquad b=\varepsilon_\infty+Ag .
\end{equation}

\section{Numbers for a polar liquid}

Take $m=0.10\,e\,$nm, $n=11\,\mathrm{nm^{-3}}$, $\varepsilon_\infty=1.8$ and $T=300$ K, for which $kT=0.02585$ eV. The paired fraction is chosen as $x=0.20$. In these units $m^2$ acquires the factor $e^2/4\pi\varepsilon_0=1.440$ eV nm, so
\begin{equation}
A=\frac{4\pi\times1.440\times11\times0.10^2}{0.02585}=77.0 .
\end{equation}
Without pairs, $g=1$ and $\varepsilon=39.4$. With pairs, $g=0.80$ and $b=1.8+0.80\times76.99=63.39$ (with $A$ kept to four digits), which gives $\varepsilon=31.7$. At fixed $m$, $n$, $T$ and $\varepsilon_\infty$, pairing one dipole in five lowers the permittivity by nearly one fifth.

In a field of 0.01 MV/cm, or $10^{-3}$ V/nm, the ratio $E_d/E$ is 1.46. The orientation energy relative to $kT$ is $\xi=mE_d/kT=0.0056$. With $g=1-x$, the linear response derived above gives the polarization $n(1-x)m\xi/3=0.0017\,e/\mathrm{nm^2}$, or $0.027\ \mu\mathrm{C/cm^2}$. If the free dipoles were independent, their mean cosine at given $E_d$ would be $L(\xi)=\xi/3-\xi^3/45+\dots$, and the second term would lower the polarization by the fraction $\xi^2/15\approx2\times10^{-6}$. Correlations can change the coefficient of $\xi^2$ even when the cosines sum to zero. Since $\xi^2\approx3\times10^{-5}$, saturation remains negligible unless this coefficient is very large.

\section{What the model leaves out}

\paragraph{Wobbling pairs.} Two dipoles side by side at distance $r$, both perpendicular to the line joining them, have energy $J\cos\gamma$ with $J=m^2/(\varepsilon_\infty r^3)$. For $r=0.40$ nm this is $0.0144/(1.8\times0.064)=0.125$ eV, or $4.8\,kT$. The simple pair model applies this form to all directions, including those that leave the perpendicular plane, where the true dipole energy differs. With this $J$ it gives $\langle\cos\gamma\rangle=-0.79$, $g=0.84$ and $\varepsilon=33.3$. These values only illustrate a pair of such stiffness. The point-dipole energy alone would not hold the pair antiparallel at fixed distance: it falls when both dipoles tilt towards the same end of the line joining them. With the full point-dipole energy at this distance the mean cosine is positive, about $+0.51$. The estimate assumes that the molecular shapes resist this tilt with the same energy $J\cos\gamma$ as the twist within the perpendicular plane. If the shapes held both dipoles strictly in that plane, $\gamma$ itself would be uniformly distributed before the Boltzmann factor is applied. Then $\langle\cos\gamma\rangle=-I_1(j)/I_0(j)=-0.89$, with $I_0$ and $I_1$ modified Bessel functions, so that $g=0.82$ and $\varepsilon=32.6$. At equal distance, point dipoles gain twice as much energy head to tail, where they are parallel. If point-dipole energies alone decide, antiparallel pairs are therefore favoured only when the molecular shapes let the molecules come closer side by side than head to tail, by more than the factor $2^{1/3}\approx1.26$.

\paragraph{Correlated free dipoles.} Consider two free point dipoles at the mean spacing $n^{-1/3}=0.45$ nm. Their mean cosine, found by numerical integration of the Boltzmann factor over both directions, is $0.33$ if their interaction is screened by $\varepsilon_\infty$. It is $2\times10^{-4}$ if it is screened by the full $\varepsilon$. One such neighbour per free dipole would add $0.8\times0.332\approx0.27$ to $g$ in the first case, more than the pairs remove, and a negligible amount in the second. Neither screening is justified at molecular distances, so these estimates do not settle whether the cosines between free dipoles sum to zero.

\paragraph{A real liquid.} The parameters are rounded values in the regime of acetonitrile near room temperature, whose static permittivity is roughly 36. That this lies between 31.7 and 39.4 does not establish a paired fraction. Since $A\propto m^2$, an effective moment larger by 5\% would require $g=0.80/1.05^2=0.726$ for the same $\varepsilon=31.7$, and the inferred $x$ would rise from 0.20 to 0.27. Real molecules also break both structural premises: their pairs wobble, and their unpaired neighbours are correlated to some degree. In the simple pair model the first shifts $g$ by about 0.04; the second could outweigh the pairing itself.

Even a perfectly known $g$ would not prove that pairs exist. If each dipole had $z$ neighbours with mean cosine $-x/z$, and no other correlations, the sum in (\ref{cosines}) would again be $-xN$. The Kirkwood factor measures the total correlation around a dipole, not its division among neighbours.

Numbers in the example were calculated in double precision.
